# Local-Field Corrections to the Additive EUV Refractive Index

**Q:** You compute the EUV index of a resist by adding up atomic polarizabilities, as if no atom felt its neighbours. In a dense film that looks reckless. What exactly is being added?

**A:** The induced dipoles per unit volume. I use Gaussian formulas, so a dipole is \(p=\alpha E\) and \(\alpha\) is a volume, here in nm³. Fields vary as \(e^{-i\omega t}\), and the index is \(n=1-\delta+i\beta\) with \(\beta>0\) for absorption.

A free electron obeys \(-m\omega^2 r=-eE\), so \(r=eE/(m\omega^2)\) and its dipole \(-er\) opposes the field. Its polarizability volume is \(-r_ec^2/\omega^2=-r_e\lambda^2/4\pi^2\), where \(r_e\) is the classical electron radius. An atom responds like \(f_1-if_2\) free electrons:

\[
\alpha=-\frac{r_e\lambda^2}{4\pi^2}\,(f_1-if_2).
\]

For species \(j\) with number density \(N_j\), define the dimensionless sum

\[
x=4\pi\sum_j N_j\alpha_j=x'+ix''.
\]

If every atom felt just the macroscopic field \(E\), then \(4\pi P=xE\) and \(n^2=1+x\). To first order in \(x\) this gives the additive rule \(n-1=x/2\).

**Q:** Does that rule at least give the usual absorption?

**A:** Yes. The amplitude varies as \(e^{2\pi inz/\lambda}\), so the intensity falls as \(e^{-\mu z}\) with \(\mu=4\pi\beta/\lambda\). The additive \(\beta\) is \(x''/2=(r_e\lambda^2/2\pi)\sum_jN_jf_{2,j}\), hence

\[
\mu=2r_e\lambda\sum_jN_jf_{2,j},
\]

a sum of atomic cross sections \(2r_e\lambda f_2\).

**Q:** But an atom does not feel the macroscopic field. That field is an average which includes the interiors of the dipoles.

**A:** That is the right objection, and it can be made quantitative. Draw a ball around one atom, wide enough to hold many atoms but small compared with the wavelength, and average the microscopic field over it.

Start with a point charge \(q\) at position \(\mathbf s\) from the centre. The integral of its field over the ball is

\[
\int_{\rm ball}q\,\frac{\mathbf r-\mathbf s}{|\mathbf r-\mathbf s|^3}\,d^3r .
\]

This is \(-q\) times the field at \(\mathbf s\) of a ball filled with unit charge density. Inside such a ball the field is \((4\pi/3)\mathbf s\), so an interior charge contributes \(-(4\pi/3)q\mathbf s\). Outside, the field is \(V\mathbf s/s^3\), with \(V\) the ball volume, so an exterior charge contributes \(V\) times its own field at the centre.

A dipole is a close pair of opposite charges. Subtracting the two contributions gives \(-(4\pi/3)\mathbf p\) for a dipole inside, and \(V\) times its centre field for a dipole outside. Dividing by \(V\) and summing,

\[
\mathbf E=\mathbf E_{\rm out}-\frac{4\pi}{3}\mathbf P ,
\]

where \(\mathbf E_{\rm out}\) is the field at the centre from everything outside the ball, including the incident wave.

**Q:** The central atom also feels the neighbours inside the ball. You cannot drop the nearest ones.

**A:** They are kept, and they cancel under a symmetry assumption. A neighbour in direction \(\hat{\mathbf r}\) produces the field

\[
\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf p)-\mathbf p}{r^3}.
\]

For isotropic surroundings the average of \(\hat r_a\hat r_b\) is \(\delta_{ab}/3\), so the numerator averages to \(\mathbf p-\mathbf p=0\). For cubic surroundings the summed tensor must be a multiple of the identity, and its trace is zero, so it vanishes too. I assume here that each neighbour carries the mean dipole of its species. Then

\[
\mathbf E_{\rm loc}=\mathbf E_{\rm out}=\mathbf E+\frac{4\pi}{3}\mathbf P .
\]

Write the coefficient as \(4\pi L\). Lattice sums for the simple, body-centred and face-centred cubic lattices all give \(L=0.333333\), as they should.

**Q:** What index follows?

**A:** Put the local field into the sum of dipoles, keeping \(L\) general:

\[
4\pi P=x\,(E+4\pi LP)
\quad\Rightarrow\quad
4\pi P=\frac{x}{1-Lx}\,E,
\]

\[
n^2=1+\frac{4\pi P}{E}=1+\frac{x}{1-Lx}.
\]

For \(L=1/3\) we have \(n^2-1=x/(1-x/3)\) and \(n^2+2=3/(1-x/3)\). Their ratio is the Lorentz-Lorenz relation,

\[
\frac{n^2-1}{n^2+2}=\frac{x}{3}.
\]

**Q:** Now expand it. How wrong is the additive rule?

**A:** Let \(u=x/(1-Lx)=x+Lx^2+L^2x^3+\dots\) and use \(\sqrt{1+u}=1+u/2-u^2/8+u^3/16-\dots\). To third order \(u^2=x^2+2Lx^3\) and \(u^3=x^3\). Collecting powers,

\[
n-1=\frac{x}{2}+\left(\frac L2-\frac18\right)x^2+\left(\frac{L^2}{2}-\frac L4+\frac1{16}\right)x^3+\dots
\]

At \(L=1/3\) the quadratic coefficient is \(1/6-1/8=1/24\), and the cubic one is \((8-12+9)/144=5/144\):

\[
n-1=\frac{x}{2}+\frac{x^2}{24}+\frac{5x^3}{144}+\dots
\]

Relative to the additive value \(x/2\), the leading correction is \(x/12\), which is \((n-1)/6\) at this order. For \(n-1=-0.02\) that is \(-0.33\) %.

**Q:** I had heard "percent-sized". You get a third of a percent.

**A:** The phrase covers two different comparisons. The local field by itself is the difference between \(L=1/3\) and \(L=0\), which is \(x^2/6\). Relative to \(x/2\) this is \(x/3\approx 2(n-1)/3\), or \(-1.3\) % at \(n-1=-0.02\). That effect is percent-sized.

The additive rule makes a second approximation as well, because it replaces the square root by its tangent. The curvature term is \(-x^2/8\), which cancels three quarters of the local-field term \(x^2/6\). So the additive rule is closer to Lorentz-Lorenz than \(n=\sqrt{1+x}\) is.

Take a transparent medium with \(n=0.98\). Lorentz-Lorenz requires \(x=-0.04013\). The additive rule gives \(n-1=-0.02006\), and the correction from there to \(-0.02\) is \(-0.323\) %. The correction from the value without local field is \(-1.333\) %. A negative correction means a smaller \(|n-1|\).

**Q:** Would the same argument excuse the additive rule in visible optics?

**A:** No, since the smallness of \(x\) does the work. For \(n=1.5\), \(x=0.882\), and the additive \(n-1\) is 0.441. Lorentz-Lorenz lies 13 % above that, and 34 % above the value without local field. The leading correction alone is also a poor estimate there: the first two relative corrections, \(x/12\) and \(5x^2/72\), are 7.4 % and 5.4 %, so the second is about three quarters of the first. The sign has changed too, because \(x\) is now positive.

**Q:** A resist works by absorbing. Does \(\beta\) inherit the small error of \(\delta\)?

**A:** It has twice the fractional error when absorption is weak. Insert \(x^2=x'^2-x''^2+2ix'x''\) into the quadratic expansion and separate the parts:

\[
\delta=-\frac{x'}2-\frac{x'^2-x''^2}{24},\qquad
\beta=\frac{x''}2+\frac{x'x''}{12}.
\]

The fractional corrections to the additive values are therefore

\[
\frac{\Delta\delta}{\delta}=\frac{x'^2-x''^2}{12x'},\qquad
\frac{\Delta\beta}{\beta}=\frac{x'}{6}.
\]

For \(|x''|\ll|x'|\) the first becomes \(x'/12\). The factor of two comes from the cross term in the square. For the local field alone, \(x^2/24\) is replaced by \(x^2/6\), so both fractions are four times larger: \((x'^2-x''^2)/(3x')\) and \(2x'/3\).

**Q:** There is an \(x'\) in a denominator. What happens near a resonance, where \(\delta\) can pass through zero?

**A:** The relative statement for \(\delta\) fails there. Take \(x=-0.002+0.040i\), so that the additive values are \(\delta=0.001\) and \(\beta=0.020\). The formula gives

\[
\frac{0.000004-0.0016}{12(-0.002)}=+6.7\ \%,
\]

and the full root gives \(+6.6\) %. The fraction grows without limit as \(x'\to0\), although the absolute change in \(\delta\) here is only about \(7\times10^{-5}\). The change in \(\beta\) is \(-0.04\) %. A small \(|n-1|\) thus guarantees a small absolute correction, but not a small relative one for \(\delta\). For \(\beta\) the relative correction stays small, since \(x'/6\) has no small denominator.

**Q:** Show me a resist with actual numbers.

**A:** Take a model film at 92 eV, or 13.477 nm. It has 100 host atoms per nm³ with mean \(f_1=2.4\), \(f_2=0.5\), and one heavy absorber atom per nm³ with \(f_1=10\), \(f_2=20\). These are chosen values. The free-electron polarizability is \(-1.2964\times10^{-5}\) nm³, so

\[
\alpha_{\rm host}=(-3.111+0.648i)\times10^{-5}\ {\rm nm^3},
\]
\[
\alpha_{\rm abs}=(-1.296+2.593i)\times10^{-4}\ {\rm nm^3}.
\]

Multiplying by \(4\pi N\) gives \(x_{\rm host}=-0.03910+0.00815i\) and \(x_{\rm abs}=-0.00163+0.00326i\). The total is \(x=-0.04073+0.01140i\), and the index follows:

| Treatment | \(\delta\) | \(\beta\) |
|---|---|---|
| additive, \(x/2\) | 0.020363 | 0.005702 |
| no local field, \(L=0\) | 0.020558 | 0.005821 |
| Lorentz-Lorenz, \(L=1/3\) | 0.020301 | 0.005665 |

The extra digits serve only to show differences within the model. From additive to Lorentz-Lorenz, \(\delta\) changes by \(-0.30\) % and \(\beta\) by \(-0.65\) %. The quadratic formulas predict \(-0.31\) % and \(-0.68\) %. The local field alone changes \(\delta\) by \(-1.25\) % and \(\beta\) by \(-2.69\) %.

**Q:** Does that matter for the dose absorbed in the film?

**A:** Hardly. With Lorentz-Lorenz,

\[
\mu=\frac{4\pi(0.005665)}{13.477\ {\rm nm}}=5.28\ \mu{\rm m}^{-1},
\]

against 5.32 μm⁻¹ for the additive rule. A 40 nm film absorbs \(1-e^{-\mu(40\,{\rm nm})}\), which is 19.05 % and 19.16 % of the entering light. This is for a single pass. The normal-incidence reflectance of the surface, \(|(n-1)/(n+1)|^2\), is about \(1.1\times10^{-4}\); reflection from the substrate is left out.

**Q:** The absorber and the host still influence each other. How large is that part?

**A:** Expand \((x_A+x_B)^2/24\). The squares belong to the separate components, and the mixed term is \(x_Ax_B/12\). Here it equals \((3.10-11.7i)\times10^{-6}\). Subtracting the separate Lorentz-Lorenz values of \(n-1\) from that of the mixture gives \((3.11-11.1i)\times10^{-6}\). The two differ by about 5 % of their size, as expected from the cubic term, whose mixed part is \(5x/4\) times the quadratic one. The coupling lowers \(\beta\) by about 0.2 % of its value.

**Q:** All this rests on \(L=1/3\). Electrons in a polymer are shared in bonds; they are not points at atomic sites.

**A:** The expansion cannot settle that, but it shows how much depends on it. The quadratic coefficient is linear in \(L\) and vanishes at \(L=1/4\). If spread-out electrons reduce \(L\) to somewhere between 0 and 1/3, the departure from the additive rule lies, to this order, between the two end values. For this film those are \(+0.95\) % and \(-0.30\) % in \(\delta\), and \(+2.10\) % and \(-0.65\) % in \(\beta\). The range itself is an assumption, and it refers to an isotropic film. With bonded chains aligned along one axis, the \(L\) seen by a single polarization can fall well outside it: point dipoles on parallel CH₂ chains at this density give values from about \(-0.15\) to \(0.55\), depending on direction and on how the polarizability is shared between C and H, and \(\beta\) then departs from the additive value by up to 2 to 3 %. Where a real resist falls is not determined here.

**Q:** A resist is also amorphous. Each atom has a different neighbourhood, so why should a mean field do?

**A:** Because the scatter enters one order later. Take identical atoms, and let the tensor \(t_i\) be the field at atom \(i\) when all other atoms carry a unit dipole and the macroscopic field is zero. Two rounds of scattering give the mean dipole per unit applied field,

\[
s=\alpha+\alpha^2\overline{t}+\alpha^3\,\overline{t^{\rm T}t}+\dots,
\]

and inverting this to the same order,

\[
s^{-1}=\frac1\alpha-\overline t-\alpha\left(\overline{t^{\rm T}t}-\overline t^{\,2}\right)+\dots
\]

The second term is the mean field. In a periodic box of volume \(V\), the dipole tensor is \(\partial_a\partial_bG\), where \(\nabla^2G=4\pi/V\) away from the source. Each source therefore contributes a trace of \(4\pi/V\), wherever it sits. Summed over all sources and divided by three directions, this is \(4\pi N/3\). The orientation average keeps \(L=1/3\) at this order for any arrangement, so in an isotropic film disorder first appears through the variance in the last term. In an oriented film the traceless part of \(\overline t\) survives and changes \(L\) for each polarization at the same order as the local field itself.

I solved the coupled dipoles in six random boxes of side 1 nm with the film's composition. Host atoms were at least 0.12 nm apart, and 0.20 nm from the absorber. In every box the shift of \(x\) agreed with the two-species version of the variance term to within 20 % of its size. The mean fractional shift was \((2.8-1.6i)\times10^{-4}\), which changes \(\delta\) by \(+0.02\) % and \(\beta\) by \(+0.08\) %. The second digit of the shift depends on box size: in boxes of side 1.4 to 2 nm the real part drops to about \(2.5\times10^{-4}\), while the rounded percentages stay the same. These boxes are random packings, not bonded polymer chains. The squared field of a neighbour grows as \(r^{-6}\), and in a chain every atom has close bonded neighbours, so there the shift can be several times larger. For point dipoles on CH₂ chains at this density, averaged over directions, its modulus is \(0.9\) to \(1.7\times10^{-3}\), three to five times the value above, which lowers the effective \(L\) to about 0.28 to 0.31. The numbers above are not a bound for a real resist.

**Q:** And the finite wavelength? Your ball was supposed to be small.

**A:** The near-field cancellation is governed by atomic distances. A sphere holding one atom has radius \(a=0.133\) nm, so \((2\pi a/\lambda)^2=0.004\). As an order-of-magnitude estimate, retardation changes the local-field term by that fraction of itself, which is negligible beside the uncertainty in \(L\).

**Q:** How does this compare with a real film, and what would you worry about first?

**A:** An organic chemically amplified resist at 13.5 nm has, roughly, \(n\) near 0.98, an absorption coefficient of several μm⁻¹ and a thickness of some tens of nanometres, so the model lies in that regime. Its absorber has a chosen \(f_2\), much larger than that of the host atoms. Real films break the assumptions of known density and of free-atom scattering factors. With everything else fixed, a 2 % higher density raises \(\delta\) and \(\beta\) by about 2 % each. A 5 % higher host \(f_2\), standing for an effect of bonding, raises \(\beta\) by \(0.05\times0.00815/0.01140=3.6\) %. Both outweigh the 0.65 % by which the additive rule misses \(\beta\) if \(L=1/3\). If instead \(L=0\), it would miss by 2.1 %, about as much as the density error. I would pin down density and scattering factors first. The Lorentz-Lorenz root costs nothing to evaluate, but since the additive rule matches \(L=1/4\) to second order, the root improves on it only if the true \(L\) is closer to 1/3 than to 1/4. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
L from lattice sum, simple cubic: 0.333333
L from lattice sum, body-centred: 0.333333
L from lattice sum, face-centred: 0.333333
n = 0.98: x = -0.04013, additive n-1 = -0.02006
  Lorentz-Lorenz vs additive rule: -0.323 %
  Lorentz-Lorenz vs no local field: -1.333 %
n = 1.5: x = 0.88235, additive n-1 = 0.44118
  Lorentz-Lorenz vs additive rule: +13.333 %
  Lorentz-Lorenz vs no local field: +34.413 %
photon energy: 92.0 eV; wavelength: 13.477 nm
host: 100 nm^-3, f1 2.4, f2 0.5
absorber: 1 nm^-3, f1 10.0, f2 20.0
free-electron polarizability: -1.2964e-05 nm^3
alpha host: -3.111e-05+6.482e-06j nm^3
alpha absorber: -1.296e-04+2.593e-04j nm^3
x host: -0.03910+0.00815j; x absorber: -0.00163+0.00326j
x total: -0.04073+0.01140j
additive rule: delta 0.020363, beta 0.005702
no local field, L=0: delta 0.020558, beta 0.005821
L=1/4: delta 0.020365, beta 0.005703
Lorentz-Lorenz, L=1/3: delta 0.020301, beta 0.005665
Lorentz-Lorenz vs additive: delta -0.304 %, beta -0.645 %
Lorentz-Lorenz vs no local field: delta -1.247 %, beta -2.688 %
no local field vs additive: delta +0.954 %, beta +2.099 %
mixture cross term in n: 3.106e-06-1.108e-05j
x_host*x_absorber/12: 3.096e-06-1.172e-05j
additive: absorption 5.3167 um^-1, absorbed 19.157 %
Lorentz-Lorenz: absorption 5.2824 um^-1, absorbed 19.046 %
film thickness: 40 nm
small-delta case: x = -0.002+0.040j
  Lorentz-Lorenz vs additive: delta +6.617 %, beta -0.044 %
disorder boxes: 6, side 1.0 nm
least distances: host-host 0.12 nm, host-absorber 0.20 nm
mean fractional shift of x by disorder: 2.76e-04-1.58e-04j
box-to-box spread of that shift: 5.4e-05
disorder effect: delta +0.023 %, beta +0.084 %
radius of sphere per atom: 0.1332 nm
retardation measure (k*radius)^2: 0.00386
2 % higher density: delta +1.994 %, beta +1.987 %
5 % higher host f2: delta +0.002 %, beta +3.571 %
normal-incidence surface reflectance: 1.13e-04
```
